Dual kinetic balance: charge symmetry and conditions for absence of spurious levels

**1. Definitions and conventions**

Algebra is in atomic units; numbers are in eV and Å. For angular quantum number κ = ±1, ±2, … and a central potential V(r), the radial Dirac operator acts on real pairs ψ = (P, Q) with norm ∫(P² + Q²) dr:

H_κ[V] = [[c² + V, cA†], [cA, −c² + V]],  A = d/dr + κ/r,  A† = −d/dr + κ/r.   (1)

The energy is E = c² + ε, and the gap is −2c² < ε < 0. Solved for the derivatives, Hψ = Eψ reads

P′ = −κP/r + (E + c² − V)Q/c,  Q′ = κQ/r + (c² − E + V)P/c.   (2)

Integration by parts gives ⟨ψ₁|Hψ₂⟩ − ⟨Hψ₁|ψ₂⟩ = c[Q₁P₂ − P₁Q₂] between the ends, and this vanishes if both components of each basis spinor are zero at r = 0 and at the box edge, the condition adopted here. Three bases are compared: plain, (f, 0) and (0, f) with one set of functions; restricted kinetic balance (RKB), (π, 0) and (0, Aπ); and dual kinetic balance (DKB), with n_π functions π and n_q functions q. DKB sets are called paired when the same functions serve as π and q. A matrix level in the gap is spurious if it does not approach an eigenvalue of H as the basis grows.

**2. The spurious level of the plain basis**

Take n orthonormal functions, V = −Z/r, and matrices D_ij = ⟨f_i|f_j′⟩, R_ij = ⟨f_i|1/r|f_j⟩. The projected form of (2) has a solution when

det(D⊗1 − R⊗M_κ − 1⊗N) = 0,  M_κ = −κσ_z + (Z/c)J,  N = [[0, a], [b, 0]],   (3)

with J = [[0, 1], [−1, 0]], a = (E + c²)/c, b = (c² − E)/c, a + b = 2c. Let G = κN − Z, which commutes with N. Since N is off-diagonal, Nσ_z + σ_zN = 0; also NJ − JN = diag(−a, b) − diag(b, −a) = −2cσ_z. Then

GM_κ − M_−κG = κ(NM_κ − M_−κN) − Z(M_κ − M_−κ) = κ(Z/c)(−2cσ_z) + 2Zκσ_z = 0.

Where G is invertible, conjugation by 1⊗G turns the matrix in (3) for κ into that for −κ. Now det G = Z² − κ²ab vanishes only at E² = c⁴γ²/κ², γ² = κ² − Z²/c². Two polynomials in E that agree away from two points are identical, so κ and −κ have the same matrix spectrum for any n.

The operator does not share this property. For |κ| = 1 put E = c²γ and β = (1 − γ)c/Z, so that β(1 + γ) = Z/c and β(E + c²)/c = Z. Substitution in (2) shows that (1, −β) r^γ e^(−Zr) solves the κ = −1 equations (the 1s state) and (1, β) r^(−γ) e^(Zr) solves the κ = +1 equations. Suppose κ = +1 had a bound state (P, Q) at this energy, regular as r^γ. The system (2) is traceless, so the Wronskian w with the second solution is constant, Q − βP = w r^γ e^(−Zr), and w ≠ 0. The first of (2) then gives

(r^γ e^(−Zr) P)′ = w (E + c² + Z/r) r^(2γ) e^(−2Zr)/c.

The left side integrates to zero and the right side has one sign. No such state exists, and the matrix copy of 1s at κ = +1 is spurious.

**3. The DKB basis**

The second row of (1) gives Q = cAP/(E + c² − V), which tends to AP/2c for E near +c² and |V| ≪ c². The first row gives P = cA†Q/(E − c² − V), which tends to −A†Q/2c for E near −c². One family of spinors is built on each limit:

u[π] = (π, Aπ/2c),  v[q] = (−A†q/2c, q).   (4)

A general element is T(π, q) with T = 1 + K, K = [[0, −A†], [A, 0]]/2c. Since K† = −K,

T†T = TT† = 1 − K² = diag(1 + A†A/4c², 1 + AA†/4c²) ≥ 1.   (5)

Hence T is invertible and the change of variables loses no state. The overlap is block diagonal, ⟨u|v⟩ = (−⟨π|A†q⟩ + ⟨Aπ|q⟩)/2c = 0, with ‖u‖² = ‖π‖² + ‖Aπ‖²/4c² and ‖v‖² = ‖q‖² + ‖A†q‖²/4c².

The boundary conditions fix the sets. With π(0) = 0 the lower component of u at the origin is (1 + κ)π′(0)/2c, and with q(0) = 0 the upper component of v is (1 − κ)q′(0)/2c. A function linear at the origin is therefore admitted among the π only for κ = −1 and among the q only for κ = +1. At the box edge value and slope vanish. For B-splines with repeated end knots: drop the first two and the last two, and restore the second where admitted. Matrix elements between u and v need one second derivative, π″ or q″; those within one family need only first derivatives.

For V = 0, multiplication gives H₀T = [[c² + A†A/2, cA†/2], [cA/2, −c² − AA†/2]], and with T† = [[1, A†/2c], [−A/2c, 1]],

(T†H₀T)₁₁ = c² + A†A/2 + A†A/4 = c² + 3A†A/4,
(T†H₀T)₁₂ = cA†/2 − cA†/2 − A†AA†/4c = −A†AA†/4c,
(T†H₀T)₂₂ = −AA†/4 − c² − AA†/2 = −c² − 3AA†/4.   (6)

On a pair with A†Aπ = p²π, q = Aπ/p, the problem is 2×2 with overlap 1 + x/4, x = p²/c², and E²(1 + x/4)² = c⁴[(1 + 3x/4)² + x³/16]. The bracket is 1 + 3x/2 + 9x²/16 + x³/16 = (1 + x)(1 + x/4)², so E² = c⁴ + c²p². The diagonal element alone, c²(1 + 3x/4)/(1 + x/4), rises from c² to the finite limit 3c²; that limit decides section 7.

**4. Charge conjugation**

Let C(P, Q) = (Q, P). Changing the sign of κ gives A†_−κ = −A_κ and A_−κ = −A†_κ. Exchanging rows and columns of (1),

C H_κ[V] C = [[−c² + V, cA_κ], [cA†_κ, c² + V]] = −H_−κ[−V],   (7)

as is read off from H_−κ[−V] = [[c² − V, −cA_κ], [−cA†_κ, −c² − V]]. For the basis,

C u_κ[f] = (A_κ f/2c, f) = (−A†_−κ f/2c, f) = v_−κ[f],   (8)

and since C² = 1, C v_κ[f] = u_−κ[f]. If the π set at κ is the q set at −κ and conversely, which the rule for the linear function respects, C maps one DKB space onto the other. The overlap matrices coincide after the blocks are exchanged, and the Hamiltonian matrices differ by a sign. Every matrix level obeys

E(κ, V) = −E(−κ, −V),  or ε → −ε − 2c²,   (9)

in any finite basis and for any V. RKB lacks this: C sends (π, 0), (0, A_κπ) to (0, π), (A_κπ, 0), in which the upper component is the derived one, and this is not the RKB space at −κ.

**5. Bound on the levels for a shallow potential**

Let W = H − ES be the matrix pencil and y(r) = (ε − V)/2c². For u = u[π] the diagonal terms of (1) give ∫(V − ε)π² and ∫(V − 2c² − ε)(Aπ)²/4c², and the two cross terms give 2c⟨Aπ|Aπ⟩/2c = ‖Aπ‖². The weight of (Aπ)² is 1 − (2c² + ε − V)/4c² = (1 − y)/2. For v = v[q] the cross terms give −‖A†q‖² and the upper component adds (V − ε)/4c² = −y/2. Thus

⟨u|H − E|u⟩ = ∫(V − ε)π² + ∫½(1 − y)(Aπ)²,   (10)
⟨v|H − E|v⟩ = −∫(2c² + ε − V)q² − ∫(1 + y/2)(A†q)².   (11)

Assume V ≤ 0 and ε ≥ −2c². Then y ≥ −1 and (11) is negative definite; A†q = 0 would need q ∝ r^κ, which does not vanish at the edge. Block elimination makes W congruent to diag(W₁₁ − W₁₂W₂₂⁻¹W₂₁, W₂₂). By Sylvester's law of inertia the number of levels below ε is n_q plus the number of negative directions of the Schur complement. As −W₂₂⁻¹ > 0, the complement is ≥ W₁₁, and

n_q ≤ (number of levels below ε) ≤ n_q + neg(W₁₁).   (12)

The worst case is an empty q set, where the complement equals W₁₁.

Elimination of Q from the operator itself gives the form ∫(V − ε)P² + ∫(AP)²/[2(1 + y)]. The weight in (10) falls short of it by

1/[2(1 + y)] − (1 − y)/2 = y²/[2(1 + y)] ≥ 0.   (13)

DKB is therefore not variational from above, and the deficit is second order in y.

Now assume −V₀ ≤ V ≤ 0 with V₀ < 2c², and set δ = (V₀/2c²)² < 1. For −2c² ≤ ε ≤ −V₀ both V − ε ≥ 0 and y ≤ 0, so W₁₁ is positive definite: by (12) exactly n_q levels lie below −2c² and none lies between −2c² and −V₀. For −V₀ < ε < 0, |y| < V₀/2c², so

½(1 − y) = (1 − y²)/[2(1 + y)] ≥ (1 − δ)/[2(1 + y)].   (14)

The right side is the weight obtained by eliminating Q from H_δ, which is (1) with cA → c√(1 − δ)A and cA† likewise. That form is positive at ε = −V₀ and strictly decreasing in ε, and it acquires a null direction at each level of H_δ, so its negative index counts the gap levels of H_δ below ε. A function π extended by zero beyond the box is an admissible trial function, hence neg(W₁₁) does not exceed that count. With levels numbered upward from −2c²,

ε_k(DKB) ≥ ε_k(H_δ)  for any π and q sets, whenever ε_k(H_δ) < 0.   (15)

For a point nucleus y is unbounded at every c and no such δ exists. An extended nucleus has finite V₀, and δ falls as c⁻⁴.

At fixed basis and c → ∞, (10) is the Schrödinger form ∫(V − ε)π² + ½‖Aπ‖² minus ∫(ε − V)(Aπ)²/4c². From (6) and (4), W₁₂ = −⟨Aπ|AA†q⟩/4c + (⟨Aπ|V|q⟩ − ⟨π|V|A†q⟩)/2c is of order 1/c, while W₂₂ is of order c², so the Schur term is of order c⁻⁴. The upper levels tend to the Rayleigh–Ritz values in the π set with a shift of order c⁻².

**6. Absence of spurious limits for V₀ < 2c²**

Let V also vanish at infinity, and take nested sets, with growing boxes, whose union of spinors is a core of H. Let ψ_n = u_n + v_n be normalized matrix eigenvectors with ε_n → ε inside the gap. Projecting the matrix equation on u_n and on v_n and subtracting shows that the forms (10) and (11) are equal.

Suppose ψ_n tends weakly to zero. By (5), u_n is the orthogonal projection of ψ_n on the space of all u[π], so π_n tends weakly to zero. Its slope is bounded, because ‖Aπ‖² = ∫π′² + κ(κ + 1)∫π²/r² ≥ ‖π′‖² for integer κ and ‖Aπ_n‖ ≤ 2c. A weakly null sequence with bounded slope converges strongly on bounded intervals (Rellich's theorem), and V is bounded and small far out, so ∫Vπ_n² → 0. With 1 − y ≥ 1 − √δ and 1 + y/2 ≥ ½,

(10) ≥ a₁‖u_n‖² − o(1), a₁ = min(|ε|, 2c²(1 − √δ));  (11) ≤ −b₁‖v_n‖² + o(1), b₁ = 2c² + ε.

Equality of the forms forces a₁‖u_n‖² + b₁‖v_n‖² → 0, against ‖u_n‖² + ‖v_n‖² = 1. A subsequence thus has a weak limit ψ ≠ 0. For each fixed basis spinor χ, ⟨(H − E_n)χ|ψ_n⟩ = 0 at large n, so ⟨(H − E)χ|ψ⟩ = 0 on a core, and ψ is an eigenvector of H. Nor can two matrix levels converge to one eigenvalue. Radial levels are simple, so the weak limits would be αφ and α′φ; the vector α′ψ_n − αψ′_n is weakly null, has squared norm α² + α′² > 0 and satisfies the matrix equation up to o(1), which is the same contradiction. The result concerns limits; it does not fix the number of gap levels in a given finite basis.

**7. Real nuclei: where the theorem stops**

When ε − V > 2c² in some region, the weight 1 − y in (10) is negative there. Take a real packet f with smooth envelope and wave number k ≫ 2c, and let ⟨ ⟩ be the envelope average. The terms in (Af)² dominate numerator and norm, and (10), (11) at ε = 0 give the diagonal elements

u[f]: ε → 2c² + ⟨V⟩,  v[f]: ε → −4c² + ⟨V⟩,  that is E → ±3c² + ⟨V⟩.   (16)

If f enters the π set alone and is nearly decoupled from the smooth functions, a level appears in the gap whenever −4c² < ⟨V⟩ < −2c². DKB with unpaired sets can therefore have spurious levels for a deep potential.

If f enters both sets, u[f] and v[f] couple. With w = κ/r, AA†f = −f″ + (w′ + w²)f, and

⟨Af|AA†f⟩ = −∫f′f″ − ∫wff″ + ∫(w′ + w²)(f′ + wf)f = ∫wf′² + O(k⁰),

since ∫f′f″ = 0, −∫wff″ = ∫wf′² + ∫w′ff′, and ff′ = (f²)′/2 can be moved onto the smooth factor. The potential term of W₁₂ is −∫V′f²/2c, also of order k⁰. Division by the norm ∫f′²/4c² gives the coupling −cκ⟨1/r⟩, and

E± = ⟨V⟩ ± √(9c⁴ + c²κ²⟨1/r⟩²).   (17)

For several paired functions, all of high wave number, put g_i = f_i′/2c and keep orders k³ and k² against the overlap of order k². In an orthonormal g basis,

H_eff = 3c²σ_z + V − cκRσ_x + cDJ,

where the antisymmetric D_ij = ⟨g_i|g_j′⟩ comes from ∫f_i′f_j″/4c. Choose constant orthogonal unit spinors e± with e±ᵀσ_ze± = ±cos φ and −sgn(κ) e±ᵀσ_xe± = ±sin φ, where sin φ = Z/(c|κ|) and cos φ = γ/|κ|. Any real e has eᵀJe = 0. The diagonal blocks are 3c²cos φ + V + ZR and −3c²cos φ + V − ZR. If |V| ≤ Z/r, the first is ≥ 3c²cos φ and the second ≤ −3c²cos φ. For |E| < 3c²cos φ the blocks of H_eff − E have opposite definite signs, the Schur complement is positive, and

no level has |E| < 3c²γ/|κ|.   (18)

This covers the gap when 3 cos φ > 1, that is Z/(c|κ|) < √8/3 = 0.9428, or Z/|κ| < 129.2. It holds to leading order in 1/k and for strictly paired sets; the sets of section 3 for |κ| = 1 differ by the linear function and are not covered. For wave numbers near 2c in the region where V < −2c² no proof is given here, and the level count of a given basis has to be checked independently.

**8. Independent levels and counts**

Put tan θ = Q/(sP) with a fixed scale s > 0. From (2),

θ′ = κ sin 2θ/r − [(ε − V)cos²θ/s + s(2c² + ε − V)sin²θ]/c.   (19)

Take V ≤ 0 and finite at the origin. Integrate outward from θ = 0 (κ < 0) or π/2 (κ > 0), and inward from the decaying value tan θ = −√(−ε/(2c² + ε))/s, to a matching radius, and let F = θ_out − θ_in. The right side of (19) decreases with ε, so θ_out falls, θ_in rises and F decreases. Levels occur where F is a multiple of π. At θ = ±π/2, θ′ < 0, so θ_out ≤ π/2, θ_in > −π/2 and F < π. If F > 0 just above −2c², so that no level has dived into the lower continuum, level k = 0, 1, … solves F = −kπ, and floor(1 − F/π) counts the gap levels below ε. For H_δ replace c by c√(1 − δ) in the denominator of (19).

**9. Worked example**

The system is hydrogen-like Tl⁸⁰⁺, Z = 81, at the one-electron Dirac level, without QED, recoil or nuclear polarization. The nucleus is Gaussian, V = −Z erf(√ξ r)/r with ξ = 3/(2r_rms²) and V₀ = 2Z√(ξ/π); erf ≤ 1 gives |V| ≤ Z/r. The radius 5.5×10⁻⁵ Å is a rough size, so the digits below compare methods within this model and are not predictions. The basis has degree-7 B-splines on 80 intervals with exponentially growing knots, first knot 3.7×10⁻⁶ Å, box 1.058 Å, 83 functions per set plus the linear one. All values are in the numerical output that follows.

Here V₀ = 2.93×10⁷ eV and 2c² = 1 021 998 eV, a ratio of 28.7; Z/r already exceeds 2c² inside 1.14×10⁻³ Å. The results that assume V₀ < 2c², namely (15) and section 6, do not apply; the count (12) does. Below −7500 eV shooting counts 3, 2, 2, 1 levels for κ = −1, +1, −2, +2, with none just above −2c², and DKB in this basis gives 3, 2, 2, 1 with n_q levels below −2c². This count is not guaranteed for a nucleus this deep: with degree-5 splines on the same knots and the same rule for the sets, κ = −1 acquires a fourth, spurious level near −95 146 eV while 1s is unchanged. The 1s level is −98 762.275 eV = −3629.4467 hartree by both routes, and the eight levels differ between the routes by at most 10⁻¹² relative to the shooting value. Nuclear size alone puts 2s above 2p₁/₂ by 25 332.783 − 25 323.247 ≈ 9.535 eV (from the unrounded levels), while 3p₃/₂ and 3d₃/₂ coincide to the printed 0.001 eV.

The plain basis has one level too many at κ = +1 and at κ = +2. For the point nucleus γ = 0.806609, c²(γ − 1) = −98 822.67 eV, and the κ = +1 copy sits at −98 822.67 eV; the spectra for κ = ±1 match to 2×10⁻¹⁴ relative to max(|E|, c²). With the extended nucleus the spurious level survives but is no longer near 1s, and its energy now depends on the basis, strongly on the spline degree (−68 097 eV at degree 3, −32 076 eV at degree 9) and by about 1000 eV on the number of intervals (−40 515 eV for 60, −38 740 eV for 120): in this basis it lies at −39 502 eV, and that of κ = +2 at −18 131 eV against −22 827 eV for 2p₃/₂. Spreading the nucleus adds a positive matrix, so each sorted level rises. The true 1s rises by 98 822.67 − 98 762.28 = 60.4 eV; the copy, if the two are the same sorted level, by 98 823 − 39 502 = 59 321 eV, which by the Hellmann–Feynman theorem means a far larger average of the potential change. For the extended nucleus, matching energies between κ and −κ thus does not reveal the spurious level; the plain counts are also equal for κ and −κ (3 and 3, 2 and 2). What reveals it is comparison with an independent count, here from shooting: 3 against 2 at κ = +1 and 2 against 1 at κ = +2.

Relation (9) holds over the whole DKB spectrum to 4×10⁻¹⁴, 2×10⁻¹³ and 1×10⁻¹³ for κ = −1, +1, −2, in the same relative measure; RKB misses it by up to 0.427 at κ = −2. That failure does not appear as extra levels in the window: with V reversed, RKB gives the right counts, 3 and 2. Its image of 2p₁/₂ agrees with shooting to the printed digits, and its image of 1s lies 98 762.275 − 98 761.518 = 0.757 eV too high, 8×10⁻⁶ of the level. The latter is computed at κ = +1, where each lower function obeys ∫r Aπ dr = [rπ] = 0, a constraint that the true state need not satisfy. At κ = −1 the analogue is ∫Aπ/r dr = −π′(0), which the linear function leaves free. An estimate supports the constraint as the cause. The lower function at κ = +1 is the large component P of the 1s image, and the constraint makes it orthogonal to the unit vector r/√(R³/3), with R the box radius. That vector lies mostly far outside the atom, at energies near ε = 0, so the level shifts by about |ε| times the squared overlap, 3|ε|(∫rP dr)²/R³. For the point-nucleus 1s function, (∫rP dr)² = (1 + γ)2^(2γ)Γ(γ + 2)²/[Γ(2γ + 1)Z³] = 2.05×10⁻⁵, and with R = 2 bohr the shift is 7.7×10⁻⁶|ε| ≈ 0.76 eV. The error thus belongs to this box and falls as R⁻³ in this estimate.

The packet has centre 7.5×10⁻⁴ Å, Gaussian width 5×10⁻⁵ Å and k = 2×10⁵ Å⁻¹, with ⟨V⟩ = −1 558 641 eV, and is added at κ = −1. Unpaired, (16) predicts 1 021 998 − 1 558 641 = −536 643 eV; the count rises to 4 and the new level is at −536 615 eV. Paired, the coupling is 2 636 692 eV against c⟨1/r⟩ = 2 636 913 eV. With 3c² = 1 532 997 eV the root in (17) is √(1 532 997² + 2 636 913²) = 3 050 146 eV, and ε₊ = −1 558 641 − 510 999 + 3 050 146 = 980 506 eV. The 2×2 block gives 980 311 eV, and −5 119 661 eV against −5 119 785 eV for the lower root; the count stays 3. The minimum over r of −Z/r + √(9c⁴ + c²/r²), found numerically, is 2.41983 c² = 3 × 0.806609 c², or ε = 725 530 eV, so a narrow packet in the Coulomb region reaches the floor (18). With no q at all the lowest level collapses to −2.828×10⁷ eV, close to 2c² − V₀, the value of (16) at the centre of the nucleus. With n_q = 0 no level should lie below −2c², so the empty q set gives a wrong count there.

A model with Z = 81 and r_rms = 0.005 Å lies within the theorem: V₀ = 322 380 eV, V₀/2c² = 0.3154, δ = 0.3154² = 0.0995. The order bound < empty q set < shooting holds for the four levels examined. For 1s the values are −76 506.3, −71 332.4 and −71 137.4 eV, and for 2p₁/₂ −27 256.6, −24 869.4 and −24 435.8 eV; the full DKB basis reproduces the shooting values. The empty q set falls below shooting, as (13) requires of a nearly complete π set, by 195.0 eV (0.3 % of 1s) and 433.6 eV (1.8 % of 2p₁/₂). The bound is loose, 7.5 % and 11.5 % below the shooting levels, yet it suffices: no κ = +1 level can lie below −27 257 eV, which excludes a copy of 1s, and the bounds on the second levels, −22 737 and −11 883 eV, lie above the first ones. In 30 random subsets of 60 π and 30 q functions DKB respects (15) for the two lowest levels. The plain form with such unequal subsets, which is no longer the one-set basis of section 1, breaks the second bound in all 30; there at least 60 − 30 upper combinations have no coupling to any lower function and carry no kinetic energy. The full one-set plain basis also breaks it at κ = +1, through a spurious level at −15 738 eV that puts its second level below −11 883 eV. Finally, the Ritz 1s value is −69 524.06 eV, and the DKB shifts from it at 8c and 16c are −25.035 and −6.258 eV, in the ratio 4.0004 against 4 for c⁻² scaling.

Values computed for the example and the checks

```
c = 137.035999 a.u.; 2c^2 = 1021997.90 eV; hartree = 27.211386 eV; Z = 81
splines: degree 7, 80 intervals, first knot 3.747e-06 A, box 1.0584 A
functions per set: 83 (+1 linear at origin); window top -7500 eV
Tl80+: rms 5.5e-05 A, V0 = 2.9307e+07 eV, V0/2c^2 = 28.676
radius where Z/r = 2c^2: 1.1413e-03 A
Tl 1s1/2: DKB -98762.275 eV, shooting -98762.275 eV, rel diff 1e-14
Tl 2s1/2: DKB -25323.247 eV, shooting -25323.247 eV, rel diff 1e-12
Tl 3s1/2: DKB -10965.838 eV, shooting -10965.838 eV, rel diff 3e-13
Tl 2p1/2: DKB -25332.783 eV, shooting -25332.783 eV, rel diff 8e-14
Tl 3p1/2: DKB -10968.655 eV, shooting -10968.655 eV, rel diff 9e-14
Tl 2p3/2: DKB -22826.575 eV, shooting -22826.575 eV, rel diff 7e-15
Tl 3p3/2: DKB -10221.692 eV, shooting -10221.692 eV, rel diff 7e-13
Tl 3d3/2: DKB -10221.692 eV, shooting -10221.692 eV, rel diff 2e-13
Tl 1s1/2 in atomic units: -3629.4467 hartree
kappa -1 counts: shooting 3, DKB 3, plain 3
kappa +1 counts: shooting 2, DKB 2, plain 3, plain spurious level -39502.2 eV
kappa -2 counts: shooting 2, DKB 2, plain 2
kappa +2 counts: shooting 1, DKB 1, plain 2, plain spurious level -18131.0 eV
point nucleus: gamma = 0.806609, 1s formula -98822.67 eV, plain kappa=+1 copy -98822.67 eV
point nucleus plain: max rel mismatch of spectra kappa=-1,+1: 2e-14
DKB charge symmetry, kappa -1: max rel mismatch 4e-14
DKB charge symmetry, kappa +1: max rel mismatch 2e-13
DKB charge symmetry, kappa -2: max rel mismatch 1e-13
RKB charge symmetry, kappa -2: max rel mismatch 0.427
RKB, reversed V, image of kappa -1: count 3, lowest -98761.518 eV
RKB, reversed V, image of kappa +1: count 2, lowest -25332.783 eV
model: rms 0.005 A, V0 = 322379.6 eV, V0/2c^2 = 0.3154, delta = 0.0995
model 1s1/2: bound -76506.3, no q -71332.4, DKB -71137.4, shooting -71137.4 eV
model 2s1/2: bound -22737.0, no q -20915.1, DKB -20763.7, shooting -20763.7 eV
model 2p1/2: bound -27256.6, no q -24869.4, DKB -24435.8, shooting -24435.8 eV
model 3p1/2: bound -11882.9, no q -10824.7, DKB -10661.7, shooting -10661.7 eV
random subsets (60 pi, 30 q): DKB violations 0 allowed, plain violations 30 of 30
model 1s Ritz -69524.06 eV; DKB shift at 8c -25.035, 16c -6.258 eV, ratio 4.0004
Tl kappa -1, empty q set: lowest level -2.8280e+07 eV
packet: centre 7.5e-04 A, width 5e-05 A, wave number 2e+05 1/A
packet: <V> = -1558641 eV, c<1/r> = 2636913 eV, matrix coupling 2636692 eV
unpaired: count 4, spurious -536615 eV, predicted -536643 eV
paired: count 3, 2x2 levels -5119661, 980311 eV
paired: predicted -5119785, 980506 eV
high-momentum floor |kappa|=1: E/c^2 = 2.41983, eps = 725530 eV
floor stays above c^2 for Z/(c|kappa|) < 0.9428, Z/|kappa| < 129.2
```
